Why elastic impurity collisions need no Pauli factors, even with skew scattering

**Q:** An electron cannot scatter into an occupied state. So in the impurity collision integral I multiply each rate by the occupation f of the initial state and by 1−f of the final state. With W(k←k') the rate from k' to k,

C^P_k = Σ_k' [W(k←k') f_k'(1−f_k) − W(k'←k) f_k(1−f_k')].

Surely leaving out the factors violates the exclusion principle?

**A:** Multiply it out. The products f_k f_k' collect into one term:

C^P_k = C_k + Σ_k' f_k f_k' [W(k'←k) − W(k←k')],

C_k = Σ_k' [W(k←k') f_k' − W(k'←k) f_k].

If the rates are symmetric, the extra term vanishes and your factors are harmless. With skew scattering, where left and right deflections differ, it survives. The two integrals then disagree, and at most one is right.

**Q:** Then I would keep the one with the factors. What could decide against it?

**A:** The equation of motion. Take electrons that do not interact with each other, in a static potential, with ħ = 1:

H = Σ_ab h_ab c_a†c_b,  ρ_ab = ⟨c_b†c_a⟩.

The anticommutators give

[c_a, c_d†c_b] = (δ_ad − c_d†c_a)c_b − c_d†c_b c_a = δ_ad c_b,

because c_a c_b + c_b c_a = 0. Hence i dc_a/dt = [c_a,H] = Σ_b h_ab c_b, which is solved by c_a(t) = Σ_b u_ab c_b with u = exp(−iht). Inserting this into ρ gives

ρ(t) = u ρ(0) u†.

This is linear in ρ for any many-body state, even a correlated one. Fermi statistics entered through the anticommutators, and no factor 1−f appeared. In a test with four orbitals and a random correlated state, the two sides agreed to 3×10⁻¹⁶. Adding an interaction between two orbitals produced a deviation of 0.054, so the closure does depend on the absence of interactions.

**Q:** That is unitary evolution. A collision integral is irreversible.

**A:** The irreversibility comes from an assumption about coherence. Let the impurities be dilute and randomly placed, and choose a time Δt much longer than one collision but much shorter than the time between collisions. Scattering from k' to k at position R carries the phase exp[−i(k−k')·R]. Averaging over R removes coherences between different momenta, so I take ρ as diagonal at the start of each interval:

f_k(t+Δt) = Σ_k' |u_kk'|² f_k'.

For k ≠ k', |u_kk'|² = W(k←k')Δt. Since u†u = 1, each column of |u|² sums to one, so

|u_kk|² = 1 − Δt Σ_k' W(k'←k).

Substitute, subtract f_k and divide by Δt: the result is C_k, without the factors.

**Q:** What then stops f_k from exceeding one?

**A:** The other half of unitarity. From uu† = 1 each row of |u|² also sums to one, so the new f_k is a weighted average of old occupations and stays between 0 and 1. Comparing row and column sums gives

Σ_k' W(k←k') = Σ_k' W(k'←k).

This balance needs no symmetry of individual rates. It also makes any f0(ε) stationary, since all states coupled by elastic scattering share the same f0.

**Q:** I still picture an electron facing a full state and being turned away.

**A:** Consider three leads joined by a three-site ring, with ring hopping half the lead hopping and a magnetic flux that gives a phase π/2 around the ring. Leads 1 and 2 start full, lead 3 empty. At the band centre an electron goes from 1 to 2 with probability 0.735 and from 2 to 1 with 0.082. By threefold symmetry, 2→3 has the first probability and 1→3 the second.

Your factors block 1→2. But in the full lead 2, electrons moving away from the junction leave room behind them, and those moving towards it are themselves scattered, mostly into lead 3. Orthogonal incoming states evolve into orthogonal outgoing states, so two electrons never compete for the same one.

Let T_ij be the probability from j to i, integrated over the band with dε/2π. The linear loss rate of lead 1 is T_21 + T_31 − T_12 = T_21, because T_31 = T_12. With your factors it is T_31. The values are 0.412 and 0.090, in units of lead hopping/ħ. Evolving finite leads in time, with ring hopping half the lead hopping, gives 0.4115 between times 60 and 120 ħ/hopping. The leads have 160 sites and the top speed is 2 sites per unit time, so an echo from the far ends needs a time of 160.

**Q:** Yet the golden rule for many electrons does contain f(1−f). Where does it go wrong?

**A:** It is right if the rate is also a many-electron rate. Skewness first appears at third order in the potential V, where the direct amplitude interferes with one through an intermediate state q. Let V have no diagonal elements, and let an electron go from k to k', with ε_k = ε_k'.

If q is empty, the path is k→q→k':

V_k'q V_qk / (ε_k − ε_q + iη).

If q is filled, its electron first moves to k', and then k fills q. The intermediate energy differs, and exchange gives a minus sign:

−V_k'q V_qk / (ε_q − ε_k' + iη) = V_k'q V_qk / (ε_k − ε_q − iη).

The real part is the same in both cases. The part −iπδ(ε_k−ε_q) changes sign, so it carries a factor 1−2n_q, where n_q is 0 or 1. The real part gives a symmetric rate, for which the factors 1−f cancel as before. The other part gives, for the transition k'→k, the rate A(1−2n_q) with

A = 4π² Im[V_k'k V_kq V_qk'] δ(ε_k−ε_k') δ(ε_k−ε_q).

Swapping any two labels turns the product into its complex conjugate, so A changes sign. The reverse rate is therefore −A(1−2n_q). For uncorrelated occupations, gain minus loss is

Σ_k'q A(1−2f_q)[f_k'(1−f_k) + f_k(1−f_k')]
= Σ_k'q A[f_k' + f_k − 2f_k(f_k'+f_q) − 2f_q f_k' + 4f_k f_k' f_q].

Every term after the first is unchanged when k' and q are exchanged, while A is odd, so those terms sum to zero. What remains is Σ A f_k', which is the linear result. Your integral combines a one-electron skew rate with many-electron blocking factors, and omits 1−2f_q.

A test enumerated all occupations of five degenerate levels with random couplings and mean occupations 0.9, 0.7, 0.5, 0.35 and 0.1. The third-order golden rule matched the linear integral to 9×10⁻¹⁶. It differed from yours by up to 3.4 in the same arbitrary rate units.

**Q:** Would the error matter in a conductivity?

**A:** Take one spin species in two dimensions, in Hartree atomic units, so v = k. Let w(θ) be the rate for deflection by θ, counterclockwise positive, and define

γ = ∫w(1−cos θ)dθ,  ω = ∫w sin θ dθ.

A force F along x drives δf = a e^{iφ} + a* e^{−iφ}, where φ is the direction of k. The gain term is ∫w(θ)δf(φ−θ)dθ, so the collision integral multiplies a by −∫w(1−e^{−iθ})dθ = −(γ+iω). The stationary equation Fv cos φ f0' = C then gives

a = (−f0')Fv / [2(γ+iω)].

Averaging v e^{iφ}δf over φ gives va*. With v²/2 = ε and density of states 1/2π,

σ_xx + iσ_yx = ∫(−f0') (ε/2π) / (γ−iω) dε.

The electron's negative charge enters twice, in the force and in the current, and cancels.

Now linearize your extra term about f0:

f0 Σ_k' (δf_k + δf_k')[W(k'←k) − W(k←k')].

The δf_k part vanishes by the balance of rates. The rest multiplies the antisymmetric part of the gain by 1−2f0. Since γ involves the even part of w and ω the odd part, γ is unchanged and ω becomes ω(1−2f0).

**Q:** At the Fermi energy f0 = 1/2, so that is zero!

**A:** And the contributions above and below it cancel:

∫(−f0')(1−2f0)dε = ∫₀¹(1−2f)df = 0.

What is left comes from energy dependence. For weak skewness, let h(ε) = εω/(2πγ²) be the Hall conductivity at energy ε. Using (−f0')(1−2f0) = −d[f0(1−f0)]/dε, integrate by parts with h' taken at μ:

σ_yx^P ≈ h'(μ) ∫f0(1−f0)dε = kT h'(μ),

because f0(1−f0) = kT(−f0'). Your factors thus remove the leading skew Hall response of a degenerate gas.

**Q:** Show me with an actual scatterer.

**A:** Take disks of radius R = 3 bohr with inner potential V0 + λL_z, where V0 = −0.2 and λ = 0.005 hartree for spin up. The λL_z term mimics spin-orbit scattering, and λ changes sign for spin down. It is only a stand-in: a true spin-orbit term follows (1/r)dV/dr and would sit on the rim of the disk. The size and sign of the skewness found below belong to these parameters and this energy, not to a real impurity. The impurity density is n = 10⁻⁵ bohr⁻², the Fermi energy 0.125 hartree, and kT = 10⁻⁴ hartree, or 31.6 K.

Inside, the wave is J_m(κr) with κ² = 2(ε−V0−λm). Outside it is cos δ_m J_m(kr) − sin δ_m Y_m(kr). Matching the logarithmic derivative D = κJ_m'(κR)/J_m(κR) gives

tan δ_m = [kJ_m'(kR) − D J_m(kR)] / [kY_m'(kR) − D Y_m(kR)].

For m = −2 to 2 the shifts are 0.0880, 0.9832, 0.9380, 0.9210 and 0.0760 rad, modulo π. Multiplying the outside wave by e^{iδ_m} gives J_m + i a_m H_m, with a_m = e^{iδ_m} sin δ_m and H_m = J_m + iY_m the outgoing wave. At large distance H_m → (2/πkr)^{1/2} e^{i(kr−mπ/2−π/4)}, and the weight i^m of J_m in a plane wave cancels e^{−imπ/2}. The outgoing flux per angle at unit incident density, times n, is therefore

w(θ) = nv (2/πk) |Σ_m a_m e^{imθ}|².

In ∫w e^{iθ}dθ the surviving products are a_m a*_{m+1}. Their imaginary parts give ω. For γ, use |a_m − a_{m+1}|² = sin²(δ_m−δ_{m+1}):

γ = 2n Σ_m sin²(δ_m−δ_{m+1}),

ω = 4n Σ_m sin δ_m sin δ_{m+1} sin(δ_m−δ_{m+1}).

The four pairs among the listed shifts contribute 0.609 + 0.002 + 0.0003 + 0.5595 ≈ 1.171 to the first sum, so γ ≈ 2.34×10⁻⁵. Higher |m| raises it to 2.37×10⁻⁵. The second sum is −0.0571 + 0.0303 + 0.0109 + 0.0452 = 0.0293, so ω ≈ 1.17×10⁻⁶. Their ratio is 0.050.

At low temperature,

σ_xx ≈ (0.125/2π) γ/(γ²+ω²) ≈ 839 e²/ħ,

σ_yx ≈ 0.04965 × 838.6 ≈ 41.6 e²/ħ, or 262 e²/h.

With your factors σ_xx barely changes, to 840 e²/ħ, but σ_yx falls to −0.003 e²/ħ. More precisely the integral is −0.0029. The law kT h'(μ) with h = εω/(2πγ²) gives −0.0030; with the full linear σ_yx = εω/[2π(γ²+ω²)] in place of h, the form listed in the output, it gives −0.0028. With λ ten times smaller, the integral agrees with the first form to 0.06% and with the second to about 0.01%.

**Q:** Is that small negative value at least meaningful?

**A:** As a property of the wrong equation, yes; as physics, no. The theory neglects the sideways shift of an electron during a collision, whose Hall contribution does not grow as 1/n on dilution. It also neglects interference between impurities, whose rough relative scale is 1/(k_F ℓ) = 9.5×10⁻⁵, with ℓ = v/γ. Applied to σ_xx, that is 0.08 e²/ħ: more than the residue, yet far below 41.6. The levels are broadened by the total scattering rate, ∫w dθ = 4n Σ_m sin²δ_m ≈ 8.0×10⁻⁵ hartree. This exceeds γ because the scattering is mostly forward, and it amounts to 0.8 kT (the output lists the smaller ratio γ/kT = 0.24). Yet the linear σ_yx changes by only about 0.002 e²/ħ over that energy.

**Q:** Is there a regime where my version is safe?

**A:** A dilute, nondegenerate gas, where 1−2f0 ≈ 1. For μ = −0.02 and kT = 0.002 hartree, f0 is below e⁻¹⁰, and the two Hall conductivities differ by 1.4×10⁻⁵ of the linear value.

**Q:** How does this model compare with a metal film?

**A:** The Fermi energy, a few eV, is metallic. But the model is strictly two-dimensional, while a film tens of nanometres thick has many occupied subbands, so the conductivities above do not carry over directly. The mean free path, 21,100 bohr or about 1.1 μm, would exceed the thickness of a film of tens of nanometres, whose surfaces could then scatter as well. More impurities lower both conductivities as 1/n but leave ω/γ fixed while they remain dilute. A real film also has other scattering. If it is quasi-elastic, without skewness, and adds a rate γ', the ratio becomes ω/(γ+γ'), which is half as large when γ' = γ. For equal spin populations the charge Hall currents cancel, since σ_yx is −41.6 e²/ħ for spin down; a transverse spin current remains.

**Q:** May I drop the factors for phonons too?

**A:** No. A phonon has its own dynamics, and emission and absorption have different weights. For ε_k' above ε_k by one phonon energy, with N phonons present, the net gain of k is proportional to

(N+1)f_k'(1−f_k) − N f_k(1−f_k') = (N+1)f_k' − N f_k − f_k f_k'.

The product f_k f_k' stays. Electron-electron collisions also lie outside the argument, because an interaction breaks the closed equation for ρ. The linear integral belongs to static scatterers and electrons that do not interact with each other. The numerical output below lists the main values used here.

Numbers as computed

```
FOCK SPACE (dimensionless)
free electrons, deviation from u rho u^+: 3.3e-16
with interaction, same deviation: 0.0538
golden rule minus linear integral, max: 8.9e-16
golden rule minus integral with 1-f, max: 3.441
JUNCTION (lead hopping = 1, hbar = 1)
ring hopping: 0.50; sites per lead: 160
time window: 60 to 120 hbar/hopping
band centre, probability 1->2: 0.7347
band centre, probability 2->1: 0.0816
loss of lead 1, real-time: 0.4115 hopping/hbar
loss of lead 1, linear: 0.4116 hopping/hbar
loss of lead 1, with 1-f: 0.0901 hopping/hbar
DISK IMPURITIES (one spin)
radius: 3.0 bohr; V0: -0.200 hartree
lambda: 0.0050 hartree; density: 1.0e-05 bohr^-2
Fermi energy: 0.1250 hartree; k_F: 0.5000 bohr^-1
kT: 1.0e-04 hartree = 31.58 K
phase shift m=-2 (mod pi): 0.08799 rad
phase shift m=-1 (mod pi): 0.98322 rad
phase shift m=+0 (mod pi): 0.93801 rad
phase shift m=+1 (mod pi): 0.92104 rad
phase shift m=+2 (mod pi): 0.07601 rad
cross section at +90 deg: 0.7274 bohr/rad
cross section at -90 deg: 0.5658 bohr/rad
gamma: 2.36645e-05 a.u. of rate
omega: 1.17483e-06 a.u. of rate
omega/gamma: 0.04965
mean free path v/gamma: 21128.7 bohr
sigma_xx linear: 838.617 e^2/hbar = 5269.19 e^2/h
sigma_yx linear: 41.63311 e^2/hbar = 261.5885 e^2/h
sigma_xx with 1-f: 839.994 e^2/hbar = 5277.84 e^2/h
sigma_yx with 1-f: -0.00288 e^2/hbar = -0.0181 e^2/h
sigma_yx ratio, with 1-f / linear: -0.00007
kT dsigma_yx/dmu: -0.00280 e^2/hbar
lambda/10: with 1-f / kT law: 1.00013
sigma_yx spin down, linear: -41.63311 e^2/hbar
thin gas: mu -0.020 hartree, kT 0.002 hartree
thin gas sigma_yx ratio, with 1-f / linear: 0.999986
NEGLECTED EFFECTS (dimensionless)
interference 1/(k_F path): 9.47e-05
level broadening gamma/kT: 0.2366
impurity area fraction: 2.83e-04
```
